# Why Spherical Voids Add an Infrared Resonance in Maxwell Garnett Theory

When voids are much smaller than the wavelength, the field around them obeys electrostatics, which contains no length of its own. The effective permittivity $\varepsilon_{\rm eff}$ of a porous solid can then depend on the shape and arrangement of the voids, but not on their absolute size. Multiplying every permittivity by one constant multiplies every displacement by that constant and leaves the fields unchanged. For spherical inclusions of permittivity $\varepsilon_i$ and volume fraction $f$ in a matrix $\varepsilon_m$, described by $f$ alone, this fixes the form

$$\varepsilon_{\rm eff}=\varepsilon_i\,F(\varepsilon_m/\varepsilon_i,\,f).$$

For empty voids, $\varepsilon_i=1$, a divergence at finite $\varepsilon_m$ must therefore occur at a pure number, $\varepsilon_m=-g(f)$. A given arrangement of voids can have several such numbers; the model below has one.

An energy argument shows that this number is negative. At a divergence the mixture carries a mean displacement $\langle D\rangle$ with no mean field $\langle E\rangle$. In a periodic sample the potential $\phi$ is then itself periodic. Multiplying $\nabla\cdot(\varepsilon\nabla\phi)=0$ by $\phi^*$ and integrating by parts over a cell, where the surface terms cancel, gives

$$\int_{\rm void}|\nabla\phi|^2dV+\varepsilon_m\int_{\rm matrix}|\nabla\phi|^2dV=0 .$$

Both integrals are real and positive, so $\varepsilon_m$ must be real and negative. A polar solid offers such values between its transverse (TO) and longitudinal (LO) optical frequencies. A lossy matrix has ${\rm Im}\,\varepsilon_m>0$ at real frequency (time factor $e^{-i\omega t}$), so there the divergence becomes a finite band.

## The field of one void

Let a void of radius $a$ feel a uniform field $E_m$ along $z$. A uniform field excites the $\cos\theta$ harmonic of a sphere, so

$$\phi_{\rm in}=-E_{\rm in}\,r\cos\theta,\qquad \phi_{\rm out}=\left(-E_m r+\frac{p}{r^2}\right)\cos\theta .$$

Continuity of the potential at $r=a$ gives $p/a^3=E_m-E_{\rm in}$. Continuity of the normal displacement, in units of $\varepsilon_0$, gives

$$E_{\rm in}=\varepsilon_m\left(E_m+\frac{2p}{a^3}\right)=\varepsilon_m(3E_m-2E_{\rm in}),$$

and hence

$$E_{\rm in}=\frac{3\varepsilon_m}{1+2\varepsilon_m}\,E_m .$$

An isolated void resonates at $\varepsilon_m=-1/2$. For $-1/2<\varepsilon_m<0$ the field inside points against the field acting on it. This reversal is what the mixture needs for its own resonance.

## From one void to the mixture

Surround the void by a matrix shell of outer radius $b$, with $f=a^3/b^3$. The dipole field $p/r^3$ averages to zero over directions, so the mean field in the shell is $E_m$. The averages over the coated sphere are

$$\langle E\rangle=(1-f)E_m+fE_{\rm in},\qquad \langle D\rangle=(1-f)\varepsilon_mE_m+fE_{\rm in}.$$

These averages are also the fields that an outside medium meets at $r=b$. The outer potential is $-(E_m-fp/a^3)\,b\cos\theta$, and inserting $p/a^3=E_m-E_{\rm in}$ turns the bracket into $\langle E\rangle$. The outer normal displacement is $\varepsilon_m[E_m+2f(E_m-E_{\rm in})]\cos\theta$. Since $fE_{\rm in}=f\varepsilon_m(3E_m-2E_{\rm in})$, it equals $\langle D\rangle\cos\theta$. A medium with permittivity $\langle D\rangle/\langle E\rangle$ thus keeps a uniform field when the coated sphere is inserted. Space filled with such spheres of many sizes realizes the result in electrostatics. For other arrangements it is a mean-field approximation.

Inserting $E_{\rm in}$ and using the common denominator $1+2\varepsilon_m$,

$$\frac{\langle E\rangle}{E_m}=\frac{(1-f)(1+2\varepsilon_m)+3f\varepsilon_m}{1+2\varepsilon_m}=\frac{(1-f)+(2+f)\varepsilon_m}{1+2\varepsilon_m},$$

$$\frac{\langle D\rangle}{E_m}=\frac{\varepsilon_m[(1-f)(1+2\varepsilon_m)+3f]}{1+2\varepsilon_m}=\frac{\varepsilon_m[(1+2f)+2(1-f)\varepsilon_m]}{1+2\varepsilon_m}.$$

Their ratio is the Maxwell Garnett permittivity

$$\varepsilon_{\rm eff}=\varepsilon_m\frac{(1+2f)+2(1-f)\varepsilon_m}{(1-f)+(2+f)\varepsilon_m},$$

which diverges at

$$\boxed{\varepsilon_m=-g,\qquad g=\frac{1-f}{2+f}} .$$

## Why this is a resonance

At the pole, $\langle E\rangle=0$ requires $E_{\rm in}/E_m=-(1-f)/f$: the reversed field in the voids cancels the field in the matrix. The displacement does not cancel, because

$$\langle D\rangle=-(1-f)gE_m-(1-f)E_m=-(1-f)(1+g)E_m\neq0 .$$

With no mean field, this displacement is pure polarization. A polarization that oscillates without a mean field is a transverse mode of the mixture, sustained by the charges on the void walls.

The isolated-void condition is not the pole at finite $f$. As $\varepsilon_m\to-1/2$, $E_{\rm in}/E_m$ diverges and the void terms dominate both averages. Each tends to $fE_{\rm in}$, and $\varepsilon_{\rm eff}\to1$. The two conditions merge as $f\to0$, where $g\to1/2$.

The mixture also has zeros, where a mean field exists without mean displacement. One is the matrix's own LO condition, $\varepsilon_m=0$. The other is new:

$$\varepsilon_m=-\frac{1+2f}{2(1-f)} .$$

## Strength of the added band

To separate the two resonances, write the denominator of $\varepsilon_{\rm eff}$ as $(2+f)(\varepsilon_m+g)$ and take out the term $A\varepsilon_m$, with $A=2(1-f)/(2+f)$. The numerator that remains is

$$\varepsilon_m\left[(1+2f)-\frac{2(1-f)^2}{2+f}\right]=\frac{9f}{2+f}\,\varepsilon_m,$$

because $(1+2f)(2+f)-2(1-f)^2=9f$. Using $\varepsilon_m/(\varepsilon_m+g)=1-g/(\varepsilon_m+g)$,

$$\varepsilon_{\rm eff}=A\varepsilon_m+\frac{9f}{(2+f)^2}-\frac{R}{\varepsilon_m+g},\qquad R=\frac{9f(1-f)}{(2+f)^3}.$$

The first term keeps the matrix's TO resonance, and the last is the void resonance. Its weight vanishes as $9f/8$ for few voids and as $(1-f)/3$ for little matrix.

Now let the matrix have one infrared band,

$$\varepsilon_m=\varepsilon_\infty+\frac{\Delta\varepsilon\,\omega_T^2}{\Lambda},\qquad \Lambda=\omega_T^2-\omega^2-i\gamma\omega .$$

Then

$$\varepsilon_m+g=(\varepsilon_\infty+g)\frac{\Lambda_v}{\Lambda},\qquad \Lambda_v=\omega_v^2-\omega^2-i\gamma\omega,$$

$$\omega_v^2=\omega_T^2\left(1+\frac{\Delta\varepsilon}{\varepsilon_\infty+g}\right).$$

Since $\Lambda=\Lambda_v-(\omega_v^2-\omega_T^2)$, the void term becomes

$$-\frac{R}{\varepsilon_m+g}=-\frac{R}{\varepsilon_\infty+g}+\frac{S_v}{\Lambda_v},\qquad S_v=\frac{R\,\Delta\varepsilon\,\omega_T^2}{(\varepsilon_\infty+g)^2}.$$

The void band is a Lorentz oscillator with the same $\gamma$ as the matrix band, whose strength in the mixture is $S_T=A\Delta\varepsilon\,\omega_T^2$. For $\varepsilon_\infty=1$ the strengths add to $(1-f)\Delta\varepsilon\,\omega_T^2$, because $1+g=3/(2+f)$ gives

$$A+\frac{R}{(1+g)^2}=\frac{2(1-f)+f(1-f)}{2+f}=1-f .$$

In that case the voids redistribute the strength of the remaining matrix and create none.

## A porous silica-like film

Take $f=0.25$, a pore radius of 1 nm, and rough values for the Si–O stretch band of a silica-like interlayer dielectric: $\varepsilon_\infty=2.1$, $\Delta\varepsilon=0.7$, $\omega_T=1070$ cm⁻¹ and $\gamma=70$ cm⁻¹. Frequencies are given as wavenumbers. The pole lies at $\varepsilon_m=-0.75/2.25=-0.333$, where the void field is $-3$ times the acting field, and indeed $0.75+0.25(-3)=0$. A finite-element diagonalization of the coated sphere, made without the mixture formula, also gives $-0.3333$. The resonance is at

$$\omega_v=1070\sqrt{1+\frac{0.7}{2.433}}=1214\ {\rm cm^{-1}},$$

or 8.24 µm. In the undamped model the order is: TO pole 1070, new zero 1185, void pole 1214, LO zero 1236 cm⁻¹. With the matrix held fixed, $\omega_v$ rises from 1205 cm⁻¹ for isolated voids towards the LO frequency as $f\to1$.

The band is weak. With $R=0.148$, $S_v=2.0\times10^4$ cm⁻² against $S_T=5.34\times10^5$ cm⁻², or 3.6% of their sum. Damping moves the pole to the complex frequency $1214-35i$ cm⁻¹. At the real frequency $\omega_v$, $\varepsilon_m=-0.18+0.59i$, well away from $-0.333$, and $\varepsilon_{\rm eff}=0.26+0.63i$ is finite. Of its imaginary part, the void band supplies

$$\frac{S_v}{\gamma\omega_v}=\frac{20052}{70\times1214}=0.24,$$

and the tail of the TO band supplies 0.39.

The computed spectrum shows that the void band does not form a maximum of its own here: ${\rm Im}\,\varepsilon_{\rm eff}$ has one maximum, at 1069 cm⁻¹. Lower damping raises the void peak as $1/\gamma$ and lowers the distant TO tail roughly as $\gamma$. With the other parameters fixed, two maxima appear for $\gamma$ up to about 58 cm⁻¹.

In a glass, part of the width comes from a spread of local frequencies. Replacing the single oscillator by a Gaussian spread of 70 cm⁻¹ full width at half maximum, with a damping of 20 cm⁻¹ for each oscillator, gives maxima at 1069 and 1220 cm⁻¹. What matters for the void band is the loss of the matrix near $\omega_v$, not the width of the main peak alone.

## Comparison with real films

The model's oscillators are those of dense silica in rough outline. Adding two lower bands, at 450 and 800 cm⁻¹ with strengths 0.9 and 0.1, gives a static matrix permittivity of 3.8 and a film value of 2.94. Real organosilicate films also contain methyl groups, and their pores may be irregular and connected. Dense silica itself absorbs on the high-frequency side of its main stretch band, so a shoulder near 1200 cm⁻¹ does not by itself prove the presence of voids.

The simplifications can be sized one at a time, for the undamped resonance and with the other settings fixed:

- **Lower bands.** Above their own frequencies they contribute negatively to $\varepsilon_m$, which raises $\omega_v$ by 13 cm⁻¹. Each band also gains its own undamped void mode, at 505 and 811 cm⁻¹. With a common damping of 20 to 70 cm⁻¹ neither forms a maximum of its own, and ${\rm Re}\,\varepsilon_m$ stays positive near 800 cm⁻¹.
- **Neighbouring voids.** In a simple cubic array, octupole coupling moves the pole to $-0.316$ and $\omega_v$ by 1 cm⁻¹. Higher multipoles change this only to $-0.315$. The weight of the pole falls from 0.148 to 0.129, a weaker pole appears near $-0.73$, and two maxima survive only up to $\gamma\approx54$ cm⁻¹. An irregular arrangement spreads the band: dipole coupling alone between randomly placed, non-overlapping voids gives an rms spread of about 8 cm⁻¹.
- **Pore shape.** An isolated spheroid of aspect ratio 2 resonates at 1221 cm⁻¹ for a field along its long axis and at 1196 cm⁻¹ across it, against 1205 cm⁻¹ for an isolated sphere. Mixed shapes and orientations would spread the band.
- **Retardation.** Its relative order is $(2\pi a/\lambda)^2\approx6\times10^{-7}$, with $\lambda$ the vacuum wavelength.

The pore wall matters more for the strength. Suppose a 0.2 nm layer around each void has permittivity 2.1 and no stretch band. Void and layer together act as an inclusion of fraction $f'=0.25\times1.2^3=0.43$ and some $\varepsilon_i>1$. The scaling form at the start then gives a pole at $-\varepsilon_i g(f')$ with weight $\varepsilon_i^2R(f')$. In the pole position the larger $\varepsilon_i$ and the smaller $g$ nearly compensate: it becomes $-0.330$, and $\omega_v$ moves by only 0.2 cm⁻¹. So close a cancellation is particular to this wall; another thickness or permittivity can shift $\omega_v$ by several cm⁻¹, up or down. In the weight $\varepsilon_i$ enters squared, and $S_v$ grows by a factor of 2.1. These are mean-field values, and at $f'=0.43$ the arrangement matters. In a simple cubic array with higher multipoles the same wall moves the main pole to $-0.23$, raises its frequency by about 5 cm⁻¹ and multiplies its strength by only about 1.4, while a second pole near $-0.9$ takes a comparable weight.

The void band is thus a poor measure of porosity. Its frequency spans only 30 cm⁻¹ over all $f$, and wall and arrangement can each move or spread it by several cm⁻¹. Its strength depends on the wall, and even without a wall $S_v$ peaks near $f=0.4$ and stays within about 13% of its $f=0.25$ value from $f=0.2$ to $0.6$; only its share of $S_v+S_T$ rises steadily with $f$. A continuum permittivity for walls only a few atoms thick remains an assumption that these estimates do not test. The values of the worked example are in the numerical output below.

## Computed results

```
void fraction f: 0.25
matrix background eps_inf: 2.10
matrix band strength d_eps: 0.70
matrix TO frequency: 1070.0 cm^-1
matrix damping gamma: 70.0 cm^-1
pore radius: 1.0 nm
pole: eps_m: -0.3333
same pole from finite elements: -0.3333
void field / acting field at pole: -3.0000
added zero: eps_m: -1.0000
weight A: 0.6667
weight R: 0.1481
added zero frequency: 1184.7 cm^-1
isolated-void frequency (eps_m=-1/2): 1205.5 cm^-1
void resonance frequency w_v: 1214.2 cm^-1
void resonance wavelength: 8.236 um
void resonance photon energy: 150.5 meV
matrix LO frequency: 1235.5 cm^-1
TO band strength in mixture: 534287 cm^-2
void band strength in mixture: 20052 cm^-2
void share of the two strengths: 3.62 %
complex pole, real part: 1213.7 cm^-1
complex pole, imaginary part: -35.0 cm^-1
Re eps_m at w_v, damped: -0.1814
Im eps_m at w_v, damped: 0.5887
Re eps_eff at w_v, damped: 0.2626
Im eps_eff at w_v, damped: 0.6284
  part from void band: 0.2359
  part from TO band tail: 0.3925
maxima of Im eps_eff, Lorentz (cm^-1): [1069.4]
largest whole gamma with two maxima: 58 cm^-1
damping inside Gaussian spread: 20.0 cm^-1
maxima of Im eps_eff, Gaussian (cm^-1): [1069.1 1219.8]
lower bands (cm^-1, strength): ((450.0, 0.9), (800.0, 0.1))
void modes with three bands (cm^-1): [ 504.6  810.8 1227.2]
shift of w_v by lower bands: 13.0 cm^-1
static eps of matrix, three bands: 3.80
static eps of porous film: 2.942
cubic array with octupoles, pole eps_m: -0.3156
shift of w_v by octupoles: 0.99 cm^-1
spheroid 2:1, depolarization long axis: 0.1736
spheroid 2:1, depolarization short axis: 0.4132
isolated spheroid, field on long axis: 1221.4 cm^-1
isolated spheroid, field on short axis: 1196.1 cm^-1
wall layer thickness: 0.2 nm
pole eps_m with wall layer: -0.3300
shift of w_v by wall layer: 0.19 cm^-1
void strength with / without wall layer: 2.07
size parameter 2 pi a/lambda: 7.63e-04
its square (order of retardation): 5.8e-07
```
